# Threshold Shift from One Electron per Nanocrystal

An n-channel memory transistor has silicon nanocrystals buried in its gate oxide. Going up from the silicon surface at $z=0$, the stack consists of a tunnel oxide of thickness $t_t$, a nanocrystal layer of height $h$, and a control oxide of thickness $t_c$. The gate is at $z=L=t_t+h+t_c$. There are $n$ crystals per unit area, and each receives one electron of charge $-q$, with $q>0$. The oxide and crystal permittivities are $\varepsilon_{ox}$ and $\varepsilon_{nc}$; both are absolute, not relative to vacuum.

The threshold voltage is the gate voltage at which the channel holds a stated number of electrons per area. The problem is to find how far the stored electrons move it. In parts (a) to (c) the stored charge is spread evenly over the plane and the whole crystal layer is treated as a uniform slab of permittivity $\varepsilon_{nc}$, so that everything depends on $z$ alone. Part (d) removes this assumption.

## (a) What stays fixed at threshold?

**Question.** Show that equal channel charge, with and without stored electrons, implies equal surface potential and equal electric displacement at the silicon surface.

**Solution.** Let $\phi(z)$ be the potential in the p-type silicon, $z<0$, measured from the neutral bulk. With Boltzmann statistics the electron density $n_e(\phi)$ rises with $\phi$ and the hole density $p(\phi)$ falls. Poisson's equation is

$$\varepsilon_s\phi''=q\,[N_A+n_e(\phi)-p(\phi)],$$

where $N_A$ is the density of ionized acceptors and $\varepsilon_s$ the permittivity of silicon. The bracket vanishes in the bulk and is positive for $\phi>0$. Multiply by $\phi'$ and integrate from the bulk, where $\phi=\phi'=0$:

$$\frac{\varepsilon_s}{2}(\phi')^2=q\int_0^{\phi}[N_A+n_e(u)-p(u)]\,du .$$

Thus $\phi'$ is a function of the local $\phi$ alone. Call it $g(\phi)>0$. The excess electron number per area is, using $dz=d\phi/g(\phi)$,

$$N_{inv}=\int_{-\infty}^{0}[n_e(\phi)-n_e(0)]\,dz=\int_0^{\phi_s}\frac{n_e(\phi)-n_e(0)}{g(\phi)}\,d\phi .$$

The integrand is positive and does not depend on the surface potential $\phi_s$, so $N_{inv}$ grows steadily with $\phi_s$. Equal $N_{inv}$ therefore means equal $\phi_s$, and hence equal surface displacement $D(0)=-\varepsilon_s g(\phi_s)$. The silicon contributes nothing to the difference between the two gate voltages.

## (b) The threshold shift

**Question.** Find the shift for any vertical distribution of the electron inside the crystal, then for a distribution symmetric about mid-height.

**Solution.** Write the stored charge density as $\rho=-qn f(z)$, where $f$ is confined to the crystal layer and $\int f\,dz=1$. Let $F(z)=\int_0^z f\,dz'$ be the fraction of the charge lying below $z$. With no other oxide charge, or with other charge that does not change on storage, Gauss's law gives

$$D_{\text{charged}}(z)-D_{\text{empty}}(z)=-qn\,F(z),$$

because the two displacements agree at $z=0$ by part (a).

Apart from a constant set by the gate material, the gate voltage is $\phi(L)=\phi_s-\int_0^L (D/\varepsilon)\,dz$. Subtracting the empty case from the charged case removes both $\phi_s$ and the constant:

$$\Delta V_T=qn\int_0^L\frac{F(z)}{\varepsilon(z)}\,dz .$$

In the tunnel oxide $F=0$, so this layer drops out. In the control oxide $F=1$, which gives $qn\,t_c/\varepsilon_{ox}$. In the crystal, let $x=z-t_t$ and integrate by parts:

$$\int_0^h F\,dx=\big[xF\big]_0^h-\int_0^h x f\,dx=h-\bar x\equiv s .$$

Here $\bar x$ is the mean height of the electron above the crystal's lower face, and $s$ is the distance of its centroid below the top face. Therefore

$$\Delta V_T=qn\left(\frac{t_c}{\varepsilon_{ox}}+\frac{s}{\varepsilon_{nc}}\right).$$

For a density symmetric about mid-height, $s=h/2$, and

$$\boxed{\Delta V_T=\frac{qn}{\varepsilon_{ox}}\left(t_c+\frac{\varepsilon_{ox}}{\varepsilon_{nc}}\,\frac h2\right)}$$

The sign is positive: stored electrons repel channel electrons, and a higher gate voltage is needed to restore them. The extra field grows from zero at the bottom of the crystal to $qn/\varepsilon_{nc}$ at the top. For a symmetric density its average is half the final value, so its drop over the full height equals the full field acting over half the height.

Three limits follow.

- Charge on the top face has $s=0$, and charge on the bottom face has $s=h$.
- If $\varepsilon_{nc}\to\infty$, the crystal term vanishes. What remains is the continuous metal floating gate, $\Delta V_T=qn/C_c$ with $C_c=\varepsilon_{ox}/t_c$.
- If the stored charge and its vertical profile are fixed, $\Delta V_T$ depends neither on $t_t$ nor on the channel charge chosen to define threshold. The curve of channel charge against gate voltage moves rigidly.

## (c) A silicon nanocrystal stack

**Question.** Evaluate the shift for $n=10^{12}\ \text{cm}^{-2}$, $h=5$ nm, $t_t=4$ nm and $t_c=10$ nm, with relative permittivities 3.9 for oxide and 11.7 for silicon.

**Solution.** The stored charge is $qn=0.1602\ \mu\text{C/cm}^2$, and the field step it produces in oxide is $qn/\varepsilon_{ox}=0.4640$ MV/cm. Since 1 MV/cm equals 0.1 V/nm, the two parts are

$$0.04640\ \tfrac{\text{V}}{\text{nm}}\times10\ \text{nm}=0.464\ \text{V},$$

$$0.04640\ \tfrac{\text{V}}{\text{nm}}\times\frac{3.9}{11.7}\times2.5\ \text{nm}=0.039\ \text{V}.$$

The slab model gives $\Delta V_T=0.503$ V.

This was tested by solving the nonlinear Poisson equation from gate to bulk silicon at 300 K, with $N_A=10^{17}\ \text{cm}^{-3}$, zero flat-band voltage and threshold set at $10^{11}$ channel electrons per cm². The threshold moves from 1.718 V to 2.221 V, in agreement with the formula. The shift is unchanged when the criterion is raised to $10^{12}\ \text{cm}^{-2}$, or when the tunnel oxide is thinned to 2 nm with all else fixed. Moving the electrons to the top or bottom face gives 0.464 V or 0.541 V, as the centroid formula requires. These and most of the later values are collected in the numerical output.

## (d) Crystals with oxide between them

**Question.** Replace the slab by a periodic array of separate crystals, one per cell of area $A=1/n$. Treat the channel as an equipotential whose total charge per cell is held fixed. Find the shift and compare it with the slab value.

**Solution.** Let $u$ be the change in potential caused by storing the electrons and readjusting the gate. It obeys $\nabla\cdot(\varepsilon\nabla u)=-\rho$, with $u=0$ on the channel and $u=\Delta V_T$ on the gate. Fixed channel charge requires $\int\varepsilon\,\partial_z u\,dA=0$ on the channel plane.

Let $\psi$ be the potential without stored charge, with $\psi=0$ on the channel and $\psi=1$ on the gate. The capacitance per area is $C=A^{-1}\int\varepsilon\,\partial_z\psi\,dA$. Apply Green's identity to $u$ and $\chi=1-\psi$, which also satisfies $\nabla\cdot(\varepsilon\nabla\chi)=0$:

$$\int\chi\,\nabla\cdot(\varepsilon\nabla u)\,dV=\oint\varepsilon\,(\chi\,\partial_\nu u-u\,\partial_\nu\chi)\,dS ,$$

where $\partial_\nu$ is the outward normal derivative.

- The left side is $-\int\chi\rho\,dV=q\langle1-\psi\rangle$, where the average is over the density of the one electron in the cell.
- The side walls cancel by periodicity.
- On the channel $u=0$ and $\chi=1$, which leaves the total flux of $u$. That flux is zero.
- On the gate $\chi=0$ and $u=\Delta V_T$, which gives $-\Delta V_T\int\varepsilon\,\partial_z\chi\,dA=\Delta V_T\,CA$.

With $1/A=n$,

$$\Delta V_T=\frac{qn\,\langle1-\psi\rangle}{C}.$$

For a slab, $\varepsilon\,d\psi/dz=C$, so $(1-\psi)/C=\int_z^L dz'/\varepsilon$. Averaging this over the electron density returns the formula of part (b).

For 5 nm cubes on a square array of pitch 10 nm, with the electron spread evenly through each cube, a three-dimensional solution gives 0.548 V. Halving the grid spacing from 0.5 to 0.25 nm changes this by 0.2 mV. The result is 45 mV, or 9%, above the slab value, and this correction exceeds the whole half-height term of 39 mV.

Expressed as an equivalent oxide thickness, the crystal term is 1.81 nm instead of 0.83 nm. To keep the form of the boxed result, one would replace the relative permittivity 11.7 by $3.9\times2.5/1.81\approx5.4$. The cubes cover a quarter of the area and the rest of the layer is oxide, so the permittivity of solid silicon overstates how well the layer as a whole reduces the field.

## (e) Does the mean shift describe the channel?

**Question.** Discrete electrons also make the surface potential uneven. Estimate this ripple for ordered and for random positions.

**Solution.** For this estimate, treat the crystal layer as oxide and the depleted silicon as a dielectric grounded at depth $W$, and neglect screening by the channel electrons. In the depletion approximation the band bending at threshold is $2\phi_F=qN_AW^2/(2\varepsilon_s)$, with $\phi_F=(kT/q)\ln(N_A/n_i)$. For $n_i=10^{10}\ \text{cm}^{-3}$ this gives $W=104$ nm.

Let $y$ be the distance below the gate, $b=t_c+h/2=12.5$ nm the depth of the electrons, and $T=19$ nm the total insulator thickness. A unit sheet charge varying as $\cos kx$ produces a potential $G(y)\cos kx$, where $G''=k^2G$ away from the sheet and $\varepsilon_{ox}G'$ falls by 1 across it. With $G(0)=0$, the solution for $b<y<T$ is

$$G=a\sinh ky-\frac{\sinh k(y-b)}{\varepsilon_{ox}k}.$$

In the silicon $G\propto\sinh k(T+W-y)$, so continuity of displacement at $y=T$ requires $\varepsilon_{ox}G'(T)=-\varepsilon_sk\coth(kW)\,v$, with $v=G(T)$. Eliminating $a$ gives

$$\varepsilon_{ox}k\,v\coth kT+\frac{\cosh kT\,\sinh k(T-b)}{\sinh kT}-\cosh k(T-b)=-\varepsilon_sk\coth(kW)\,v .$$

Multiply by $\sinh kT$ and use $\sinh kT\cosh k(T-b)-\cosh kT\sinh k(T-b)=\sinh kb$:

$$v(k)=\frac{\sinh kb}{k\,[\varepsilon_{ox}\cosh kT+\varepsilon_s\coth(kW)\sinh kT]} .$$

A square array of pitch $d$ has four shortest wavevectors, of length $2\pi/d$, each with amplitude $n$. Directly below a crystal they add to a dip of $4qn\,v(2\pi/d)=1.2$ mV. The next four wavevectors, longer by a factor $\sqrt2$, add about 0.2 mV. The total is small against $kT/q=25.9$ mV.

For independent random positions, the surface potential is a sum of terms $-q\,w(\mathbf r-\mathbf r_i)$, where $w$ has the two-dimensional transform $v$. The variances of the $N$ independent terms add. In a large area $S$ the sum is $Nq^2[\int w^2d^2r/S-(\int w\,d^2r/S)^2]$, and the second term vanishes as $S\to\infty$ at fixed $n=N/S$. Parseval's theorem then gives

$$\sigma^2=nq^2\int w^2\,d^2r=\frac{nq^2}{2\pi}\int_0^\infty k\,v(k)^2\,dk .$$

The result is $\sigma=39$ mV, and direct sampling of random positions agrees. This value applies well below threshold, where the channel electrons are too few to screen. The depletion layer is thinner there than the 104 nm used, but this matters little: $W=73$ nm gives 38 mV and $W=50$ nm gives 37 mV. At $N_{inv}=10^{11}\ \text{cm}^{-2}$ they add a capacitance $q^2N_{inv}/kT=0.62\ \mu\text{F/cm}^2$, more than the $\varepsilon_{ox}/T+\varepsilon_s/W=0.28\ \mu\text{F/cm}^2$ of the insulator and depletion layer, so the ripple there is smaller. Adding this capacitance at the silicon surface gives about 22 mV, slightly below $kT/q$. Well below threshold the electron density varies as $e^{q\phi/kT}$, so a ripple larger than $kT/q$ makes conduction strongly uneven. The average shift then no longer fixes the current by itself. Real crystals cannot overlap, so fully random points serve as a reference case and not as a prediction.

## (f) Does each crystal keep one electron?

**Question.** Estimate the charging energy, the polarization of the electron and the tunnelling lifetime.

**Solution.** *Charging.* Model the crystal as a conducting sphere of radius $r=h/2$ in unbounded oxide. Its field energy with one electron is

$$E_c=\int_r^\infty\frac{\varepsilon_{ox}}2\left(\frac{q}{4\pi\varepsilon_{ox}R^2}\right)^2 4\pi R^2\,dR=\frac{q^2}{8\pi\varepsilon_{ox}r}=74\ \text{meV}.$$

The energy of $N$ electrons is $N^2E_c$, so the first costs $E_c$ and the second $3E_c$. The difference of 148 meV is 5.7 times $kT$. This favours single occupation under suitable writing conditions but does not guarantee it. The estimate leaves out the finite permittivity of silicon, which raises the difference, and the nearby channel and gate, which lower it. If the mean occupation is $\nu$, the shift at fixed charge profile is multiplied by $\nu$.

*Polarization.* At threshold the mean field in the slab crystal is 0.255 MV/cm and draws the electron towards the gate. The lowest state in a hard-walled well of height 5 nm, with mass 0.3 electron masses and this field applied, has $s=2.23$ nm instead of 2.5 nm. The slab shift falls by 4 mV, or 0.8%. The single mass is a simplification. In silicon the electron mass depends on direction, from 0.19 to 0.92 electron masses, and with the heavy mass along the field the same well gives $s=1.80$ nm and a fall of 11 mV. Both figures use the slab field. Separate crystals surrounded by oxide hold a stronger field. For the cubes of part (d) it is about 0.43 MV/cm at threshold, and the same one-dimensional well then gives a fall of roughly 11 mV for mass 0.3 and 25 mV for mass 0.92. This removes between a quarter and a little over half of the 45 mV found there for an evenly spread electron.

*Tunnelling.* Let gate and channel be held at equal potential after writing. Assume that with empty crystals the oxide would then be free of field. With stored electrons, part (b) shows that raising the gate by $\Delta V_T$ would keep the tunnel oxide free of field. The gate is not raised. If the change of band bending in the silicon is neglected, a voltage $-\Delta V_T$ relative to that state lies across the whole stack, and the tunnel-oxide field, which drives the electron towards the channel, has magnitude

$$\mathcal E=\frac{\Delta V_T}{t_t+t_c+h\,\varepsilon_{ox}/\varepsilon_{nc}}=0.32\ \text{MV/cm}.$$

Take an oxide barrier of 3.1 eV and subtract 0.15 eV of confinement energy for a hard-walled cube, leaving $B=2.95$ eV. In this field the barrier falls by $q\mathcal E t_t=0.13$ eV across the oxide. This overstates the fall, because the slab field includes the smeared charge of the escaping electron itself, but the effect is minor: with no field at all the exponent below would be 49.8 instead of 49.2. With tunnelling mass $m$ equal to 0.5 electron masses, the WKB exponent is

$$\frac2\hbar\int_0^{t_t}\!\sqrt{2m(B-q\mathcal Ex)}\,dx=\frac{4\sqrt{2m}}{3\hbar q\mathcal E}\left[B^{3/2}-(B-q\mathcal Et_t)^{3/2}\right]=49.2 .$$

In the crystal, with mass $m_c=0.3$ electron masses, the electron moves at $\pi\hbar/(m_ch)$ and strikes the lower face once per path $2h$. The attempt rate is $\pi\hbar/(2m_ch^2)=2.4\times10^{13}\ \text{s}^{-1}$. The lifetime is then about 3 years, provided that empty channel states are available. Since the exponent is about 12 per nanometre of oxide, an error of 0.1 nm alone changes the lifetime by a factor of about 3. The assumed tunnelling mass matters even more: with 0.42 instead of 0.5 electron masses the exponent is 45 and the lifetime about three weeks. The figure of 3 years is therefore an illustration and not a prediction of retention. Thinning the tunnel oxide to 2 nm would roughly halve the exponent and bring the estimate down to milliseconds, although the shift for a given stored charge would stay the same.

**Comparison with real devices.** The dimensions, density and material parameters are rough typical values for silicon nanocrystal memories. The control-oxide field at the charged threshold is 1.0 MV/cm, well below a rough breakdown field of 10 MV/cm; the higher fields used for writing are not treated here. Real layers break the slab assumption, which moves the shift by 9% for the cubes above with unpolarized electrons, and by less once their polarization is included. They also have a spread of crystal sizes and occupations, and a 10% error in mean occupation changes the shift by 10%. Charge trapped elsewhere in the oxide during writing adds its own shift, so a measured shift does not by itself count the electrons in the crystals.

## Computed values

```
Temperature: 300 K
Crystal density: 1.0e+12 cm^-2
Crystal height: 5.0 nm
Tunnel oxide: 4.0 nm
Control oxide: 10.0 nm
Relative permittivity, oxide: 3.9
Relative permittivity, silicon: 11.7
Acceptor density: 1.0e+17 cm^-3
Intrinsic density: 1.0e+10 cm^-3
Stored charge: 0.1602 uC/cm^2
Field step q n/eps_ox: 0.4640 MV/cm
Shift, control-oxide part: 0.4640 V
Shift, half-height part: 0.0387 V
Shift, slab formula: 0.5026 V
Shift, nonlinear Poisson: 0.5026 V
Threshold, empty (zero flat-band voltage): 1.7180 V
Threshold, charged (zero flat-band voltage): 2.2206 V
Shift, charge on crystal top: 0.4640 V
Shift, charge on crystal bottom: 0.5413 V
Shift at 1e12 cm^-2 inversion density: 0.5026 V
Shift with 2 nm tunnel oxide: 0.5026 V
Shift, metal-like crystal layer: 0.4640 V
Array pitch: 10.0 nm
Shift, separate cubes, 0.5 nm grid: 0.5480 V
Shift, separate cubes, 0.25 nm grid: 0.5478 V
Half-height term as oxide, slab: 0.833 nm
Half-height term as oxide, cubes: 1.807 nm
Effective relative permittivity, cubes: 5.40
Mean field in crystal at threshold: 0.255 MV/cm
Electron centroid below crystal top: 2.231 nm
Shift with polarized electron: 0.4985 V
Thermal energy: 25.85 meV
Charging energy q^2/(2C): 73.8 meV
Control-oxide field at threshold: 1.00 MV/cm
Rough oxide breakdown field: 10 MV/cm
Oxide barrier: 3.1 eV
Tunnelling mass in oxide: 0.5 electron masses
Mass in crystal: 0.3 electron masses
Confinement energy, hard-wall cube: 0.150 eV
Tunnel-oxide field, stored state: 0.321 MV/cm
WKB exponent: 49.2
Attempt rate: 2.4e+13 1/s
Rough tunnelling lifetime: 3 years
Depletion width: 103.8 nm
Peak ripple, square array: 1.24 mV
Rms ripple, random positions: 39.0 mV
Rms ripple, random sampling: 38.8 mV
```
